# Forbidden Superlattice Reflections from an X-Point Oxygen Distortion in Fluorite, part 1

(Sections cited here and not found follow in the second part.)

## I. The distortion and its structure factor

Hafnia and zirconia can be described as distorted forms of the cubic fluorite structure. In one important distortion the oxygen atoms move while the metal atoms stay in place. This problem asks how such a movement shows itself in a diffraction pattern, and how the strength of the signal depends on the size of the movement.

**Structure.** The conventional cubic cell has edge $a$ and holds four metal atoms, called Hf here, and eight oxygen atoms. Each atom sits at $\mathbf t+\mathbf r_\kappa$, where $\mathbf t$ is one of the four face-centring (fcc) translations

$$\mathbf t\in\Big\{(0,0,0),\ \tfrac a2(0,1,1),\ \tfrac a2(1,0,1),\ \tfrac a2(1,1,0)\Big\}$$

and $\kappa$ labels the three atoms of the primitive cell:

$$\mathbf r_{\rm Hf}=0,\qquad \mathbf r_A=\tfrac a4(1,1,1),\qquad \mathbf r_B=\tfrac{3a}4(1,1,1).$$

**Scattering.** A reflection is labelled by integers $hkl$, with $\mathbf Q=\frac{2\pi}{a}(h,k,l)$, and its structure factor is

$$F(\mathbf Q)=\sum_{\text{12 atoms}} f\,e^{i\mathbf Q\cdot\mathbf R},$$

where $\mathbf R$ is the atom's position and $f$ its scattering strength, taken as real. Both oxygen atoms have strength $f_O$. Scattering is assumed weak enough for each ray to scatter once (the kinematic approximation). "Intensity" means $I=|F|^2$ per conventional cell, after geometric and instrumental factors have been removed from the measured count. The abbreviation $n=h+k+l$ is used throughout.

### (a) Which reflections does undistorted fluorite forbid?

*Find $F$ for every $hkl$ of the undistorted crystal, and sort the forbidden reflections into classes.*

**Solution.** Since every position is a sum $\mathbf t+\mathbf r_\kappa$, the structure factor is a product:

$$F=S\sum_\kappa f_\kappa e^{i\mathbf Q\cdot\mathbf r_\kappa},\qquad S=\sum_{\mathbf t}e^{i\mathbf Q\cdot\mathbf t}.$$

For $\mathbf t=\frac a2(0,1,1)$ the phase is $\mathbf Q\cdot\mathbf t=\pi(k+l)$, and the other translations follow in the same way. Therefore

$$S=1+(-1)^{k+l}+(-1)^{h+l}+(-1)^{h+k}.$$

If $h,k,l$ are all even or all odd ("unmixed"), each pair sum is even and $S=4$. If one index differs in parity from the other two ("mixed"), one pair sum is even and two are odd, so $S=1+1-1-1=0$. Mixed reflections are thus forbidden by the centring of the cell, whatever atoms it contains.

For the unmixed ones the oxygen phases are needed. Atom $A$ gives $e^{i\pi n/2}$. Atom $B$ gives $e^{3i\pi n/2}=e^{2\pi i n}e^{-i\pi n/2}=e^{-i\pi n/2}$, because $n$ is an integer. The two add to $2\cos(\pi n/2)$, so

$$F=4f_{\rm Hf}+8f_O\cos\frac{\pi n}{2}\qquad(hkl\ \text{unmixed}).$$

The forbidden reflections form three classes, according to which index has the odd-one-out parity. Call them the $x$, $y$ and $z$ classes. The $z$ class has $h$ and $k$ of equal parity and $l$ of the other, as in $(1,1,2)$ or $(0,0,1)$.

These classes have a meaning in reciprocal space. The unmixed triples are the reciprocal-lattice vectors $\mathbf G$ of the fcc lattice. Adding $(0,0,1)$ to an unmixed triple flips the parity of $l$ alone. The $z$ class is therefore the set $\mathbf Q=\mathbf G+\mathbf X_z$ with

$$\mathbf X_z=\frac{2\pi}{a}(0,0,1),$$

which is one of the three X points of the fcc Brillouin zone. The $x$ and $y$ classes belong in the same way to $\mathbf X_x$ and $\mathbf X_y$, the other two "arms".

### (b) Is the oxygen chequerboard an X-point distortion?

*Oxygen forms a simple cubic lattice of spacing $a/2$, with sites $a(\frac i2+\frac14,\frac j2+\frac14,\frac m2+\frac14)$ for integers $i,j,m$. Let each oxygen move along $z$ by $s\delta$ with $s=(-1)^{i+j}$, so that neighbouring columns move oppositely. Show that this is a frozen wave with wavevector $\mathbf X_z$, and decide whether it makes the crystal polar.*

**Solution.** A frozen wave at $\mathbf X_z$ displaces atom $\kappa$ in the primitive cell at $\mathbf t$ by

$$\mathbf u_\kappa(\mathbf t)=\mathbf u_\kappa\cos(\mathbf X_z\cdot\mathbf t).$$

Write a general fcc vector as $\mathbf t=\frac a2(p,q,r)$ with $p+q+r$ even. Then $\mathbf X_z\cdot\mathbf t=\pi r$, and the cosine is $(-1)^r$. Because $p+q+r$ is even, $(-1)^r=(-1)^{p+q}$.

For an $A$ oxygen, comparing $\mathbf t+\mathbf r_A$ with the site formula gives $(p,q,r)=(i,j,m)$, and the cosine is $(-1)^{i+j}$. For a $B$ oxygen, $\mathbf r_B$ is larger than $\mathbf r_A$ by $\frac a2(1,1,1)$, so $(p,q,r)=(i-1,j-1,m-1)$ and the cosine is $(-1)^{i+j-2}=(-1)^{i+j}$ again. Both agree with $s$. The chequerboard is therefore the $\mathbf X_z$ wave with

$$\mathbf u_A=\mathbf u_B=\delta\,\hat{\mathbf z},\qquad \mathbf u_{\rm Hf}=0.$$

The sign $s$ is unchanged when $i$ or $j$ grows by 2, so the conventional cell still repeats. What is lost is the shorter fcc translations with $(-1)^r=-1$. The primitive cell doubles, and the centring that forbade the mixed reflections is broken.

As for polarity, among the four translations the cosine takes the values $+1,-1,-1,+1$, which sum to zero. The net oxygen displacement per cell vanishes. A stronger statement follows from inversion through the point $\frac a4(1,0,1)$. It sends an fcc vector $\mathbf t$ to $\frac a2(1,0,1)-\mathbf t$, which is again an fcc vector, so the metal lattice is preserved. It sends the oxygen site $(i,j,m)$ to $(-i,-j-1,-m)$, whose sign is $(-1)^{-i-j-1}=-s$. Inversion also reverses the displacement $s\delta\hat{\mathbf z}$ to $-s\delta\hat{\mathbf z}$, which is just what the new site requires. The distorted crystal has a centre of inversion and cannot carry a spontaneous polarization. This pattern is that of the tetragonal phase, so a reflection caused by it is no proof of ferroelectricity.

### (c) What does symmetry say about $F$ as a function of amplitude?

*Let any single $\mathbf X_z$ wave freeze in with displacements $\eta\,\mathbf u_\kappa\cos(\mathbf X_z\cdot\mathbf t)$, metal atoms included. Without calculating $F$, find how it behaves under $\eta\to-\eta$ in each class of reflections.*

**Solution.** Choose the fcc translation $\mathbf t_0=\frac a2(0,1,1)$, for which $\mathbf X_z\cdot\mathbf t_0=\pi$. Shift the whole distorted crystal by $\mathbf t_0$. The atom that belonged to $\mathbf t$ now belongs to $\mathbf t'=\mathbf t+\mathbf t_0$, and its displacement is proportional to

$$\cos(\mathbf X_z\cdot\mathbf t)=\cos(\mathbf X_z\cdot\mathbf t'-\pi)=-\cos(\mathbf X_z\cdot\mathbf t').$$

The shifted crystal is the crystal with amplitude $-\eta$. A shift by $\mathbf t_0$ multiplies every term of $F$ by $e^{i\mathbf Q\cdot\mathbf t_0}=(-1)^{k+l}$, so

$$F(\mathbf Q,-\eta)=(-1)^{k+l}F(\mathbf Q,\eta).$$

Next choose $\mathbf t_1=\frac a2(1,1,0)$, for which $\mathbf X_z\cdot\mathbf t_1=0$. This shift leaves the distorted crystal unchanged, so

$$F(\mathbf Q,\eta)=(-1)^{h+k}F(\mathbf Q,\eta).$$

The consequences are as follows.

- Unmixed reflections: $k+l$ is even, so $F$ is an even function of $\eta$.
- The $z$ class: $k+l$ is odd, so $F$ is an odd function of $\eta$.
- The $x$ and $y$ classes: $h+k$ is odd, so $F=-F=0$. They stay dark for any amplitude of this single wave.

Since $F$ is a finite sum of exponentials, it has a convergent power series in $\eta$. In the $z$ class this series holds odd powers alone, $F=c_1\eta+c_3\eta^3+\dots$, and

$$I=|c_1|^2\eta^2+2\,{\rm Re}(c_1^*c_3)\,\eta^4+\dots$$

The intensity starts at second order provided that $c_1\neq0$. Symmetry allows a nonzero $c_1$ but does not guarantee it.

The unmixed reflections may also change at order $\eta^2$, but there the change sits on top of a peak, often a strong one, that exists without the distortion. In the $z$ class it rises from zero, which is why these reflections are the natural place to look.

### (d) When is the linear coefficient nonzero?

*Calculate $F$ to first order in the displacements for a $z$-class reflection. Apply the result to oxygen waves with $\mathbf u_A=\mathbf u_B$ and with $\mathbf u_A=-\mathbf u_B$, and then to the chequerboard.*

**Solution.** With the displacements included,

$$F=\sum_\kappa f_\kappa e^{i\mathbf Q\cdot\mathbf r_\kappa}\sum_{\mathbf t}e^{i\mathbf Q\cdot\mathbf t}\exp\!\big[i\,\mathbf Q\cdot\mathbf u_\kappa\cos(\mathbf X_z\cdot\mathbf t)\big].$$

Expand the last exponential. The zeroth-order term contains $\sum_{\mathbf t}e^{i\mathbf Q\cdot\mathbf t}=0$. The first-order term contains $\sum_{\mathbf t}e^{i\mathbf Q\cdot\mathbf t}\cos(\mathbf X_z\cdot\mathbf t)$. Here $\mathbf X_z\cdot\mathbf t$ is a multiple of $\pi$, so the cosine equals $e^{-i\mathbf X_z\cdot\mathbf t}$, and the sum becomes $\sum_{\mathbf t}e^{i(\mathbf Q-\mathbf X_z)\cdot\mathbf t}$. In the $z$ class $\mathbf Q-\mathbf X_z$ is an fcc reciprocal vector, and the sum is 4. Hence

$$F=4i\sum_\kappa f_\kappa(\mathbf Q\cdot\mathbf u_\kappa)\,e^{i\mathbf Q\cdot\mathbf r_\kappa}+O(u^3).$$

There is no second-order term, because the squared cosine is 1 and the sum over $\mathbf t$ vanishes again, as part (c) requires.

With oxygen alone moving and $\mathbf u_A=\mathbf u_B=\mathbf u$, the phases $e^{\pm i\pi n/2}$ add to a cosine:

$$F\simeq 8if_O(\mathbf Q\cdot\mathbf u)\cos\frac{\pi n}2 .$$

With $\mathbf u_A=-\mathbf u_B=\mathbf u$ they subtract to $2i\sin(\pi n/2)$:

$$F\simeq-8f_O(\mathbf Q\cdot\mathbf u)\sin\frac{\pi n}2 .$$

In the $z$ class $h+k$ is even, so $n$ has the parity of $l$. For $h,k$ odd and $l$ even, the cosine is $\pm1$ and the sine is zero. For $h,k$ even and $l$ odd, it is the other way round. The two kinds of oxygen wave thus light up different halves of the class.

The chequerboard is of the first kind, with $\mathbf Q\cdot\mathbf u=2\pi l\delta/a$. For $h,k$ odd and $l$ even,

$$I\simeq64f_O^2\left(\frac{2\pi l\delta}{a}\right)^2 .$$

This is the quadratic law. Its condition is $l\neq0$. Diffraction senses displacement along $\mathbf Q$, and in $(1,1,0)$ the vector $\mathbf Q$ is perpendicular to the motion, so the linear coefficient vanishes.

### (e) What is $F$ for a chequerboard of any amplitude?

*Sum the series: find $F$ for all $hkl$ without assuming that $\delta$ is small.*

**Solution.** Let $\varphi=2\pi l\delta/a$. An oxygen at site $(i,j,m)$ has the undisplaced phase factor

$$e^{i\pi n/2}(-1)^{hi+kj+lm},$$

because $2\pi h(\frac i2+\frac14)=\pi hi+\frac{\pi h}2$, and likewise for the other axes. The displacement adds the factor $e^{is\varphi}$. Since $s$ is $+1$ or $-1$, and the cosine is even while the sine is odd,

$$e^{is\varphi}=\cos\varphi+i\,s\sin\varphi .$$

The eight sites of the cell have $i,j,m\in\{0,1\}$. The cosine part carries the sum

$$[1+(-1)^h][1+(-1)^k][1+(-1)^l],$$

which is 8 if all indices are even and 0 otherwise. In the sine part the factor $s=(-1)^{i+j}$ raises $h$ and $k$ by one in the exponents:

$$[1+(-1)^{h+1}][1+(-1)^{k+1}][1+(-1)^l],$$

which is 8 if $h,k$ are odd and $l$ is even, and 0 otherwise. In both cases $n$ is even and $e^{i\pi n/2}=(-1)^{n/2}$. Adding the metal atoms, which contribute $4f_{\rm Hf}$ to unmixed reflections, gives:

- all even: $F=4f_{\rm Hf}+8f_O(-1)^{n/2}\cos\varphi$;
- all odd: $F=4f_{\rm Hf}$;
- $h,k$ odd and $l$ even: $F=8if_O(-1)^{n/2}\sin\varphi$;
- every other case: $F=0$.

The new reflections therefore have

$$I=64f_O^2\sin^2\frac{2\pi l\delta}{a}.$$

For small $\varphi$ the sine may be replaced by its argument, and the quadratic law of part (d) returns. The list also shows that $(1,1,0)$, and all reflections with $h,k$ even and $l$ odd, stay dark at any amplitude of this pattern. The metal atoms do not appear in the new reflections at all, so the signal comes from oxygen alone as long as the metal atoms keep their places.

## II. Size of the signal and limits of the law

**Taken from the first half.** The cubic cell has edge $a$; $\mathbf Q=\frac{2\pi}a(h,k,l)$; $n=h+k+l$; $f_{\rm Hf}$ and $f_O$ are scattering strengths; $I=|F|^2$ per conventional cell. Oxygen at site $(i,j,m)$ of its simple cubic lattice moves along $z$ by $s\delta$, with $s=(-1)^{i+j}$. This is a frozen wave at $\mathbf X_z=\frac{2\pi}a(0,0,1)$. With $\varphi=2\pi l\delta/a$, the reflections with $h,k$ odd and $l$ even have $F=8if_O(-1)^{n/2}\sin\varphi$, and all-odd reflections have $F=4f_{\rm Hf}$. An fcc translation can reverse the wave, so $F$ is odd in $\delta$ for the new reflections and even for the old ones.

**Numbers for the example.** Take $a=0.51$ nm and $\delta=0.03$ nm, rough values for a hafnia-like crystal. Rough scattering strengths of Hf and O are 60 and 5 electrons for X-rays, and 7.8 and 5.8 fm for neutrons. The X-ray strengths really fall as $|\mathbf Q|$ grows; here they are held fixed.

### (f) How far does the quadratic law reach?

*Compare the quadratic law with the full intensity of $(1,1,2)$, and find the local power with which the intensity grows.*

**Solution.** The ratio of the full to the quadratic intensity is

$$\frac{I}{I_{\rm quad}}=\left(\frac{\sin\varphi}{\varphi}\right)^2=1-\frac{\varphi^2}3+\dots,$$

so the quadratic law overestimates. The local power follows from $\ln I=\text{const}+2\ln\sin\varphi$. Since $\varphi$ is proportional to $\delta$, $d\ln\delta=d\varphi/\varphi$, and

$$\frac{d\ln I}{d\ln\delta}=\varphi\,\frac{d\ln I}{d\varphi}=2\varphi\cot\varphi .$$

This tends to 2 as $\varphi\to0$ and falls to zero at $\varphi=\pi/2$, where the intensity has its maximum.

For the example, $\varphi=4\pi\times0.03/0.51=0.739$. The X-ray intensity is $64\times5^2\sin^2(0.739)=726$ electrons², while the quadratic law gives $1600\times0.739^2=874$ electrons². The ratio is 0.83; relative to the full value, the quadratic law is 20% too high. The local power is 1.62. At $\delta=0.01$ nm the two intensities are 95.2 and 97.1 electrons², which differ by 2%.

The quadratic law is 5% too high when $\varphi^2/3\approx0.05$, that is at $\varphi\approx0.39$ and $\delta\approx0.016$ nm; solving the full equation gives 0.0155 nm. The displacement in the example is about twice this, so the quadratic law is correct for small amplitudes but only a fair approximation here.

Larger $l$ leaves the quadratic range sooner, since $\varphi$ grows with $l$. For $(1,1,4)$ the intensity is 1586 electrons², close to its ceiling of 1600.

### (g) How can $\delta$ be read from a measured pattern?

*Use $(1,1,1)$ as a reference. Find the intensity ratio for a single crystal and for a randomly oriented powder, and invert it for $\delta$.*

So far, the oxygen chequerboard has been shown to light the reflections with $h,k$ odd and $l$ even ($l\neq0$), with an intensity that is quadratic in $\delta$ only while $\delta$ is small. It remains to answer (g) by reading $\delta$ from a measured pattern, and then to examine combined waves, thermal motion, domains, further displacements and thin films.
